\section*{How much of a buffer charge sheet images in the channel}

\section{What symmetry already fixes}

A buffer of thickness $L$ and permittivity $\varepsilon$ fills the space between a conducting channel at $z=0$ and a conducting substrate at $z=L$. Both conductors are grounded. A laterally uniform sheet with charge $q$ per area lies at depth $d$, and the rest of the buffer is free of charge. The sheet induces a charge $Q_{\rm ch}$ per area on the channel. We seek the fraction $f$ in
\begin{equation}
Q_{\rm ch}=-f\,q .
\end{equation}

Electrostatics in a linear dielectric is linear, so $f$ does not depend on $q$. The remaining quantities are $d$, $L$ and $\varepsilon$. Since $\varepsilon$ is the only one of them that contains a unit of charge, it cannot enter a pure number. Hence $f=F(d/L)$.

Symmetry gives the function. Place a charge $q$ midway between depths $a$ and $b$, and a charge $-q/2$ at each of $a$ and $b$. Let the field be zero for $z<a$. By Gauss's law it is $-q/(2\varepsilon)$ in the first half of the interval, $+q/(2\varepsilon)$ in the second half, and zero again beyond $b$. The halves have equal width, so the potential returns to zero at $b$. This triple satisfies the grounding conditions with no field at either conductor, so it induces nothing. A sheet at the midpoint therefore has the same image as two half-sheets at $a$ and $b$:
\begin{equation}
F\!\left(\frac{a+b}{2L}\right)=\tfrac12\left[F\!\left(\frac aL\right)+F\!\left(\frac bL\right)\right].
\end{equation}
A continuous function with this property is a straight line. A sheet brought up to the channel has its whole image there, $F(0)=1$; one brought up to the substrate has none there, $F(1)=0$. The line is $F=1-d/L$. The next section obtains it from the fields, which are needed anyway, and confirms the two end values.

Atomic units would be unnatural for a device, so numbers are in nm, cm$^{-2}$, V and MV/cm.

\section{The uniform sheet}

Let $E$ be the field component along $+z$. No charge lies between the sheet and either conductor, so the field is a constant $E_1$ above the sheet ($0<z<d$) and a constant $E_2$ below it ($d<z<L$). Gauss's law at the sheet and equality of the two end potentials give
\begin{align}
\varepsilon(E_2-E_1)&=q, \label{gauss}\\
E_1d+E_2(L-d)&=0. \label{ground}
\end{align}
The first gives $E_2=E_1+q/\varepsilon$. Inserted in the second,
\begin{equation}
E_1d+E_1(L-d)+\frac q\varepsilon(L-d)=0
\quad\Rightarrow\quad E_1L=-\frac q\varepsilon(L-d),
\end{equation}
and therefore
\begin{equation}
E_1=-\frac q\varepsilon\left(1-\frac dL\right),\qquad
E_2=E_1+\frac q\varepsilon=\frac q\varepsilon\,\frac dL .
\end{equation}

The outward normal of the channel's buffer face is $+z$, and that of the substrate's face is $-z$. The surface charges are thus
\begin{equation}
Q_{\rm ch}=\varepsilon E_1=-q\left(1-\frac dL\right),\qquad
Q_{\rm sub}=-\varepsilon E_2=-q\,\frac dL ,
\end{equation}
\begin{equation}
\boxed{f=1-\frac dL}
\end{equation}
The two images add up to $-q$. For $d\to0$ the channel carries the whole image, for $d\to L$ the substrate does, and at $d=L/2$ they share it equally.

The potential of the sheet follows from $E=-d\phi/dz$:
\begin{equation}
\phi(d)=-E_1d=\frac{q\,d}{\varepsilon}\left(1-\frac dL\right).
\end{equation}

\subsection*{When the image is a depletion}

The channel carries electrons. If the sheet consists of $N_t$ excess trapped electrons per area, $q=-eN_t$ and $Q_{\rm ch}=+efN_t$. A positive change of channel charge means missing electrons:
\begin{equation}
\Delta n=fN_t=N_t\left(1-\frac dL\right). \label{loss}
\end{equation}
A positive sheet would add electrons instead. The loss cannot exceed the density $n_0$ that was there before, so (\ref{loss}) requires $fN_t<n_0$. Beyond that, unless a nearby gate takes part of the image, the channel is empty and no longer acts as a conductor.

Grounding may be relaxed to fixed potentials. A voltage between channel and substrate replaces the zero in (\ref{ground}) by a constant. This adds the same field to $E_1$ and $E_2$, independent of $q$. The \emph{change} caused by the sheet is unaltered, provided the bias does not itself change the trapped charge. All fields and potentials here are such changes.

\subsection*{Numbers}

Take $L=4000$ nm, $d=300$ nm, relative permittivity 10, $n_0=8\times10^{12}$ cm$^{-2}$ and $N_t=5\times10^{11}$ cm$^{-2}$. Then
\begin{equation}
f=1-\frac{300}{4000}=0.925,\qquad
\Delta n=0.925\times5\times10^{11}=4.63\times10^{11}\ {\rm cm^{-2}},
\end{equation}
or 0.074 $\mu$C/cm$^2$. A numerical solution of Poisson's equation on a 50 nm grid also gives $f=0.9250$.

The channel loses 5.8\% of its electrons. Its sheet resistance is $1/(en\mu)$, so at fixed mobility $\mu$ it is multiplied by
\begin{equation}
\frac{n_0}{n_0-\Delta n}=\frac{8}{8-0.4625}=1.061,
\end{equation}
a rise of 6.1\%. If instead $\mu\propto n^p$, the factor is raised to the power $1+p$. The rise is then 3.0\% for $p=-0.5$ and 9.3\% for $p=+0.5$, two assumed exponents.

The field has size 0.084 MV/cm above the sheet and 0.0068 MV/cm below it. The sheet sits at $-2.51$ V. The strong field over 300 nm and the weak one over 3700 nm span the same voltage, which is why the nearer conductor takes more of the image.

\section{Charge spread over depth}

Let the trapped charge have volume density $s(z)$ with total $q=\int_0^L s\,dz$. Each slice $s\,dz$ is a thin sheet, and the images add:
\begin{equation}
Q_{\rm ch}=-\int_0^L s(z)\left(1-\frac zL\right)dz
=-q+\frac1L\int_0^L z\,s(z)\,dz. \label{spread}
\end{equation}
For $q\neq0$, with mean depth $\langle z\rangle=q^{-1}\int z\,s\,dz$, this is
\begin{equation}
f=1-\frac{\langle z\rangle}{L}.
\end{equation}
A thin sheet has $\langle z\rangle=d$ and returns the earlier result. The same $N_t$ spread evenly from 300 to 1300 nm has $\langle z\rangle=800$ nm and $f=0.80$. The loss falls to $4.0\times10^{11}$ cm$^{-2}$.

The case $q=0$ is also of interest. Equation (\ref{spread}) then leaves $Q_{\rm ch}=L^{-1}\int z\,s\,dz$. A neutral buffer can therefore deplete the channel if charge has merely moved inside it. For instance, $-Q$ at depth $z_1$ and $+Q$ at $z_2>z_1$ give $Q_{\rm ch}=Q(z_2-z_1)/L$, which is a depletion for $Q>0$.

\section{A layered buffer}

If $\varepsilon$ depends on $z$, the displacement $D=\varepsilon E$ is constant on each side of the sheet, while $E$ is not. Define
\begin{equation}
A=\int_0^d\frac{dz}{\varepsilon(z)},\qquad B=\int_d^L\frac{dz}{\varepsilon(z)} .
\end{equation}
The two conditions become $D_2-D_1=q$ and $D_1A+D_2B=0$. Eliminating $D_2$ gives $D_1(A+B)=-qB$. Since $Q_{\rm ch}=D_1$,
\begin{equation}
f=\frac{B}{A+B}.
\end{equation}
For uniform $\varepsilon$ this reduces to $(L-d)/L$. Lowering the permittivity beneath the sheet raises $B$ and drives more of the image into the channel. If the lowest 1000 nm has relative permittivity 9 instead of 10,
\begin{equation}
f=\frac{2700/10+1000/9}{300/10+2700/10+1000/9}=\frac{381.1}{411.1}=0.927,
\end{equation}
a change of 0.002.

\section{A sheet of finite width}

Let the charge vary along $x$ as $q_k\cos kx$, in a buffer of uniform, isotropic permittivity. Write $\phi=\phi_k(z)\cos kx$. Laplace's equation off the sheet gives $\phi_k''=k^2\phi_k$. The solutions that vanish at the conductors and agree at $z=d$ are
\begin{equation}
\phi_k=\begin{cases}
C\sinh k(L-d)\,\sinh kz, & z<d,\\
C\sinh kd\,\sinh k(L-z), & z>d.
\end{cases}
\end{equation}
With $E_z=-\partial\phi/\partial z$, Gauss's law at the sheet reads
\begin{equation}
\varepsilon kC\left[\sinh kd\cosh k(L-d)+\sinh k(L-d)\cosh kd\right]=q_k ,
\end{equation}
and the bracket equals $\sinh kL$. The channel charge is $\varepsilon E_z(0)=-\varepsilon kC\sinh k(L-d)$, so the fraction for this component is
\begin{equation}
F_k=\frac{\sinh k(L-d)}{\sinh kL}.
\end{equation}

There are two limits. For $k\to0$, $F_k\to1-d/L$. For $kd\gg1$ and $k(L-d)\gg1$, $F_k\to e^{-kd}$: fine lateral detail is not seen by the channel. The total image, integrated over $x$, is the $k=0$ component. It keeps the fraction $1-d/L$ for any lateral shape, if the conductors extend far enough to collect it.

The local fraction differs. A stripe of width $W$ has the Fourier transform $2q\sin(kW/2)/k$. Under its centre,
\begin{equation}
f_0=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\sin(kW/2)}{k}F_k\,dk
=\frac2\pi\int_0^\infty\frac{\sin(kW/2)}{k}\,\frac{\sinh k(L-d)}{\sinh kL}\,dk .
\end{equation}
Substituting $u=kW/2$ and letting $W\to\infty$ turns this into $F_0\,(2/\pi)\int_0^\infty(\sin u/u)\,du=F_0$, the uniform result. For $W=3000$ nm the integral gives $f_0=0.860$, which is 7\% below 0.925. The missing part of the image lies beyond the stripe's edges. A sum over image charges, integrated over 60 $\mu$m of channel, recovers a total of 0.925.

For a small loss and fixed mobility, the total is what the resistance registers. The resistance along $x$ is proportional to
\begin{equation}
\int\frac{dx}{n_0-\Delta n(x)}\approx\int\frac{dx}{n_0}+\frac1{n_0^2}\int\Delta n(x)\,dx ,
\end{equation}
and the last integral is $(1-d/L)N_tW$. To first order in $\Delta n/n_0$, lateral spreading does not alter the added resistance while the image stays within the channel.

\section{A channel that is not a perfect metal}

Grounding fixes the Fermi level of the channel electrons, not their electrostatic potential. To lose electrons, the channel must shift by some potential $v$. For one parabolic subband with density of states $g=m/(\pi\hbar^2)$ and Fermi level $\mu_F$ above its bottom,
\begin{equation}
n=gk_BT\ln\left(1+e^{(\mu_F+ev)/k_BT}\right).
\end{equation}
Differentiating at $v=0$,
\begin{equation}
C_q\equiv e\frac{dn}{dv}=\frac{e^2g}{1+e^{-\mu_F/k_BT}}
=e^2g\left(1-e^{-n_0/(gk_BT)}\right),
\end{equation}
where the last form uses $1+e^{\mu_F/k_BT}=e^{n_0/(gk_BT)}$. The shape of the confining well is held fixed.

Let a gate at fixed potential lie above the channel with capacitance $C_b$ per area, and let $C_L=\varepsilon/L$. The change of channel charge is $-e\,\delta n=-C_qv$. It is also the sum of the charges on the two faces, $C_bv$ toward the gate and $C_Lv-fq$ toward the buffer:
\begin{equation}
-C_qv=(C_b+C_L)v-fq\quad\Rightarrow\quad v=\frac{fq}{C_q+C_b+C_L}.
\end{equation}
Since the channel charge is $-C_qv$, the effective fraction is
\begin{equation}
f_{\rm eff}=f\,\frac{C_q}{C_q+C_b+C_L}.
\end{equation}
For $C_q\to\infty$ the ideal result returns, and the gate takes no share. For $C_q\to0$ the channel is transparent and $f_{\rm eff}\to0$.

With $m=0.2\,m_e$ and 300 K, $C_q=13.06$ $\mu$F/cm$^2$. A 20 nm barrier of relative permittivity 10 has $C_b=0.443$ $\mu$F/cm$^2$, and $C_L=0.0022$ $\mu$F/cm$^2$. Under the gate,
\begin{equation}
f_{\rm eff}=0.925\times\frac{13.06}{13.06+0.443+0.002}=0.895 .
\end{equation}
At 423 K it is 0.893. These values belong to the rigid one-subband well. In a real channel the buffer charge also reshapes the well, and some electrons occupy higher subbands: about 15\% if the buffer field before trapping is a few kV/cm, about 7\% if it is 0.2 MV/cm. A self-consistent Schr\"odinger--Poisson (Hartree) solution with the same mass, permittivity, $n_0$ and barrier gives about 0.907 with one subband. With all subbands the value depends on the buffer field before trapping: 0.929 at 0.002 MV/cm, 0.923 at 0.08 MV/cm and 0.919 at 0.2 MV/cm. The rigid model thus overstates the gate's share. Values above 0.925 are possible because the electrons that respond lie inside the buffer, nearer to the sheet than $z=0$. Beside the gate, if the surface charge is fixed and no field lines end above the channel, $C_b=0$ and the rigid model gives $f_{\rm eff}=0.925$; the self-consistent value is 0.926 to 0.93 over the same range of buffer fields.

This linear formula fails when the channel empties. For $N_t=2\times10^{13}$ cm$^{-2}$, $fN_t=1.85\times10^{13}$ cm$^{-2}$ exceeds $n_0$. Solving the charge balance under the gate with the full $n(v)$ then leaves practically no electrons: the loss stops at $n_0$. This density only illustrates the saturation, since the field above the sheet, about 3.3 MV/cm, would exceed the rough breakdown field of 3 MV/cm used below.

\section{A buffer that is not a perfect insulator}

Give the buffer a uniform resistivity $\varrho$, so that the current density is $E/\varrho$. It is constant on each side of the sheet, so no charge collects elsewhere in the buffer. The sheet charge changes by the current arriving from above minus that leaving below:
\begin{equation}
\frac{dq}{dt}=\frac{E_1-E_2}{\varrho}=-\frac{q}{\varepsilon\varrho}
\quad\Rightarrow\quad q(t)=q(0)\,e^{-t/\tau},\qquad \tau=\varepsilon\varrho .
\end{equation}
The sheet decays in place. Its fraction $f$ stays the same while the image shrinks with $q$. For $\varrho\to\infty$ the static result holds at all times.

With $\varrho=10^{13}$ $\Omega$\,cm at 300 K, $\tau=8.85$ s. If $\varrho$ is thermally activated with 0.9 eV, $\tau$ drops to 0.36 ms at 423 K. A reading 10 $\mu$s after the charge was trapped finds about $10^{-4}$\% of it gone at 300 K and 2.8\% at 423 K. A hot reading after several milliseconds would find almost none left in this model. These figures take $\varrho$ as independent of field. If the carriers are emitted from Coulombic centres, Poole--Frenkel lowering at 0.084 MV/cm raises the conduction above the sheet about 4 to 15 times at 300 K, depending on the form used, and the part gone after 10 $\mu$s at 423 K rises to about 6 to 16\%.

Uniform conduction matters here. If the part above the sheet does not conduct at all and the part below does, $dq/dt=-E_2/\varrho=-(q/\varepsilon\varrho)(d/L)$. The decay time becomes $\tau L/d$, here 13 times longer, provided the substrate contact passes the current.

\section{Beside a real transistor}

The parameters are rough typical values for a gallium nitride transistor on conducting silicon, whose buffer is a few micrometres thick and often doped with carbon to make it insulating. Starting from flat band, screening in the silicon raises $f$ by less than 0.001 for doping of $10^{17}$ cm$^{-3}$ or more, and by 0.001 to 0.003 at $10^{15}$ cm$^{-3}$. The trapped density and its depth depend on the device and on the preceding bias, and are assumed here. Of the four changes of the fraction compared here, the largest, for the values assumed, comes from the depth profile: spreading the charge downward over 1000 nm moves its mean depth from 300 to 800 nm and $f$ from 0.925 to 0.80. A spread symmetric about $d$ would leave $f$ unchanged. The finite stripe lowers the local value to 0.86, the gate lowers it to 0.89 for a rigid well while a self-consistent well gives 0.92 to 0.93 depending on the buffer field before trapping, and the changed bottom layer hardly matters. Buffer conduction limits the time over which $N_t$ may be treated as constant, most severely when hot.

The field from the trapped charge is 2.8\% of a rough breakdown field of 3 MV/cm. Tunnelling from a trap at energy $U=2.5$ eV below the conduction band, through the triangular barrier made by a field of size $\mathcal E$, is suppressed by $e^{-S}$ with
\begin{equation}
S=\frac2\hbar\int_0^{U/e\mathcal E}\sqrt{2m(U-e\mathcal Ex)}\,dx
=\frac{4\sqrt{2m}\,U^{3/2}}{3\hbar e\mathcal E}\approx1440 ,
\end{equation}
so it is negligible at this field. The parabolic conduction-band mass is crude for a level only 0.9 eV above the valence band; a two-band dispersion with a 3.4 eV gap lowers $S$ to about 1060, which does not change the conclusion. The path is 299 nm, just short of the channel, because the sheet's 2.51 V barely exceeds the 2.5 V needed. Both estimates use the field of the trapped charge alone and leave out the built-in band bending between channel and doped buffer, which can be of similar size; an added 2.5 V over 300 nm would halve $S$. Under a large drain voltage the total field must be used, and the channel is no longer at one potential. The values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values)
buffer thickness L: 4000 nm
sheet depth d: 300 nm
relative permittivity: 10.0
channel electrons n0: 8.00e+12 cm^-2
excess trapped electrons N_t: 5.00e+11 cm^-2
MAIN RESULTS
channel fraction f: 0.9250
channel fraction from Poisson solution: 0.9250
substrate fraction: 0.0750
channel electrons lost: 4.625e+11 cm^-2
same as charge: 0.0741 uC/cm2
share of n0 lost: 5.78 %
resistance rise, fixed mobility: 6.14 %
field size above sheet: 0.0837 MV/cm
field size below sheet: 0.0068 MV/cm
potential of sheet: -2.511 V
NEGLECTED EFFECTS
trap layer thickness if spread down from d: 1000 nm
f for that spread layer: 0.8000
stripe width: 3000 nm
local f at stripe centre: 0.8599
total f of stripe, image sum: 0.9251
bottom layer: 1000 nm, permittivity 9.0
f with that bottom layer: 0.9270
electron mass ratio: 0.20
density of states: 8.355e+13 eV^-1 cm^-2
gate barrier thickness: 20 nm
gate capacitance: 0.4427 uF/cm2
buffer capacitance: 0.00221 uF/cm2
quantum capacitance at 300 K: 13.056 uF/cm2
f_eff at 300 K: ungated 0.9248, gated 0.8945
quantum capacitance at 423 K: 12.418 uF/cm2
f_eff at 423 K: ungated 0.9248, gated 0.8930
overload N_t: 2.0e+13 cm^-2, f*N_t: 1.85e+13 cm^-2
share of n0 left under overload: 3.2e-63
resistance rise if mobility ~ n^(-0.5): 3.02 %
resistance rise if mobility ~ n^(+0.5): 9.34 %
buffer resistivity at 300 K: 1.0e+13 ohm cm
its activation energy: 0.90 eV
decay time at 300 K: 8.85 s
decay time at 423 K: 0.355 ms
reading time after stress: 10 us
trapped charge gone by then, 300 K: 1.1e-04 %
trapped charge gone by then, 423 K: 2.77 %
breakdown field: 3.0 MV/cm
field above sheet / breakdown: 0.0279
trap depth below conduction band: 2.50 eV
tunnelling path: 298.7 nm
tunnelling exponent: 1443
\end{verbatim}
